# Hopping amplitudes of an isolated trivial moire band from its energies

## A ring that shows the whole method

Take a chain with lattice constant 1 and real hoppings to first and second neighbours,

\[
E(k)=t_0+2t_1\cos k+2t_2\cos 2k .
\]

Suppose that only the energies at \(k=0,\pm2\pi/3\) are known. The discrete estimate of the first hopping is

\[
t_3(1)=\frac13\sum_k e^{-ik}E(k)
=\frac13\left[E(0)+2\cos\frac{2\pi}{3}\,E\!\left(\frac{2\pi}{3}\right)\right]
=\frac13\left[E(0)-E\!\left(\frac{2\pi}{3}\right)\right].
\]

Here \(E(0)=t_0+2t_1+2t_2\). Both cosines equal \(-1/2\) at \(2\pi/3\), so \(E(2\pi/3)=t_0-t_1-t_2\). Therefore

\[
t_3(1)=t_1+t_2 .
\]

On a ring of three sites, two steps to the right end where one step to the left ends, and the mesh cannot separate them. Five points suffice for this chain, because the displacements \(0,\pm1,\pm2\) are then distinct. No orbital was needed. A moire band differs in having infinitely many hoppings, so a finite mesh cannot return literally all of them; what matters is how fast the folded remainder vanishes.

## Definitions and the role of the gap

Let \(\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2\) be moire lattice vectors and \(\mathbf k=\kappa_1\mathbf b_1+\kappa_2\mathbf b_2\), with \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\). The mesh is \(\kappa_i=j_i/N\) with integer \(j_i\), and it contains \(\Gamma\). The band has a direct gap to its neighbours at every \(\mathbf k\). Its energy is periodic in reciprocal space, so

\[
E(\mathbf k)=\sum_{\mathbf R}t(\mathbf R)e^{i\mathbf k\cdot\mathbf R},\qquad
t(\mathbf R)=\int_0^1\!\!d\kappa_1\!\int_0^1\!\!d\kappa_2\;E(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}.
\]

The mesh version of the integral is

\[
t_N(\mathbf R)=\frac1{N^2}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}E(\mathbf k). \tag{1}
\]

With these signs the Hamiltonian is \(\sum_{\mathbf R',\mathbf R}t(\mathbf R)c^\dagger_{\mathbf R'}c_{\mathbf R'+\mathbf R}\), without an extra minus sign.

Since \(E\) is real, \(t(-\mathbf R)=t(\mathbf R)^*\). If also \(E(-\mathbf k)=E(\mathbf k)\), then \(t(-\mathbf R)=t(\mathbf R)\), and the hoppings are real. A valley whose energy is not even in \(\mathbf k\) has complex hoppings, and (1) still applies.

## Why no Wannier function is required

Let \(\psi_{\mathbf k}\) be Bloch states normalized on the \(N\times N\) supercell, with any phases \(\theta(\mathbf k)\). Define

\[
W_{\mathbf R}=\frac1N\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}e^{i\theta(\mathbf k)}\psi_{\mathbf k}.
\]

Using \(H\psi_{\mathbf k}=E(\mathbf k)\psi_{\mathbf k}\) and then orthogonality,

\[
\langle W_0|H|W_{\mathbf R}\rangle
=\frac1{N^2}\sum_{\mathbf k,\mathbf k'}e^{-i\theta(\mathbf k')}e^{i\theta(\mathbf k)}e^{-i\mathbf k\cdot\mathbf R}E(\mathbf k)\,\delta_{\mathbf k'\mathbf k}
=t_N(\mathbf R).
\]

Each phase meets its own conjugate. This cancellation belongs to a single band; in a group of bands the gauge is a matrix that mixes different energies, and it does not drop out.

The phases do change the orbital. For the moire model below, orbitals were built on an \(8\times8\) mesh and their matrix elements evaluated in real space for five displacements. A smooth and a random gauge both reproduced (1) to \(2\times10^{-14}\) meV. The weight within half a period of the home site was 0.96 in the smooth gauge and 0.002 in the random one; the latter is a single draw, and the average over random phases is about 0.015.

## What triviality adds

Equation (1) never uses topology. Topology decides whether its coefficients can be read as hoppings between exponentially localized orbitals.

Suppose that a smooth periodic gauge exists, with Berry connection \(\mathbf A\). By Stokes' theorem the Chern number is \((2\pi)^{-1}\oint\mathbf A\cdot d\mathbf k\) around the zone. Opposite edges carry equal \(\mathbf A\) and are traversed in opposite directions, so \(C=0\). A band with \(C\ne0\) has no such gauge. Exponentially localized orbitals would supply one through their Bloch sums, so it has no such orbitals.

Conversely, let \(C=0\).

1. Parallel-transport the state along \(\kappa_1\) at \(\kappa_2=0\). After one period it returns multiplied by \(e^{i\alpha}\); multiplication by \(e^{-i\alpha\kappa_1}\) makes it periodic.
2. From each point of this line, transport along \(\kappa_2\). The transport equation is periodic, so uniqueness of its solution gives \(\psi(\kappa_1,\kappa_2+1)=e^{i\theta(\kappa_1)}\psi(\kappa_1,\kappa_2)\).
3. The winding of \(\theta(\kappa_1)\) is \(C\) up to sign, because the change of this Berry phase is the enclosed curvature. For \(C=0\), \(\theta\) is periodic, and the factor \(e^{-i\theta(\kappa_1)\kappa_2}\) makes the state periodic in both directions.

For an isolated band of an analytic Hamiltonian, every operation here is analytic in \(\mathbf k\). The Wannier functions are then exponentially localized.

Energies cannot establish triviality: a one-orbital model with hoppings \(t(\mathbf R)\) is trivial and has the same \(E(\mathbf k)\) as any Chern band from which those numbers were taken. For instance, the lower band of

\[
H=\sin p\,\sigma_x+\sin q\,\sigma_y+(1+\cos p+\cos q)\sigma_z
\]

has a computed Chern number of magnitude 1; its sign depends on the orientation convention. Its energies on a \(33\times33\) mesh nevertheless interpolate to \(4\times10^{-7}\) in the model's energy unit.

Energies also leave the orbital's centre unknown, since a rigid shift of the potential leaves \(E(\mathbf k)\) unchanged. They do not determine the interaction either.

## Mesh error

Insert the Fourier series into (1):

\[
t_N(\mathbf R)=\sum_{\mathbf R'}t(\mathbf R')\left[\frac1{N^2}\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf R'-\mathbf R)}\right].
\]

The bracket is a product of two geometric sums. It is 1 when both components of \(\mathbf R'-\mathbf R\) are multiples of \(N\), and 0 otherwise. Hence

\[
t_N(\mathbf R)=\sum_{\mathbf L}t(\mathbf R+N\mathbf L), \tag{2}
\]

where \(\mathbf L\) runs over lattice vectors. This is the ring result in two dimensions.

The mesh cannot tell \(\mathbf R\) from \(\mathbf R+N\mathbf L\), but between mesh points their exponentials differ. One therefore takes the shortest representative, which lies in the Wigner-Seitz cell of the supercell. If several are equally short, each receives an equal share. Call the resulting interpolation \(E_N(\mathbf k)\).

Follow one true term \(t(\mathbf R')e^{i\mathbf k\cdot\mathbf R'}\). If \(\mathbf R'\) is strictly inside the cell, it is reproduced. If not, its exponential is replaced by an average of exponentials, which differs from it by at most 2 in modulus. Thus

\[
|E_N(\mathbf k)-E(\mathbf k)|\le2\sum_{\mathbf R\,\text{not strictly inside}}|t(\mathbf R)|. \tag{3}
\]

## Range error

Now keep a set \(S\) of displacements, with trial amplitudes \(s(\mathbf R)\). Orthogonality of the exponentials over the zone gives

\[
\left\langle\Big|E-\sum_{\mathbf R\in S}s(\mathbf R)e^{i\mathbf k\cdot\mathbf R}\Big|^2\right\rangle
=\sum_{\mathbf R\in S}|t-s|^2+\sum_{\mathbf R\notin S}|t|^2 . \tag{4}
\]

The minimum is at \(s=t\): cutting the series is the least-squares fit with uniform weight over the zone. The remaining root-mean-square error is \((\sum_{\notin S}|t|^2)^{1/2}\). By the triangle inequality, the largest error is at most \(\sum_{\notin S}|t|\).

A fit along a symmetry line has other weights, so its exponentials are not orthogonal, and omitted hoppings leak into those retained.

## Why the tail is exponential

For an isolated band \(E\) is analytic near real \(\mathbf k\). Shift the contour to \(\mathbf k-i\mathbf h\), small enough that no branch point with another band is crossed. The side pieces cancel by periodicity, and

\[
t(\mathbf R)=e^{-\mathbf h\cdot\mathbf R}\int d^2\kappa\,E(\mathbf k-i\mathbf h)e^{-i\mathbf k\cdot\mathbf R},
\qquad |t(\mathbf R)|\le e^{-\mathbf h\cdot\mathbf R}\max_{\mathbf k}|E(\mathbf k-i\mathbf h)|. \tag{5}
\]

The weak-potential limit shows what the gap does. Near a zone face write \(\mathbf k=\mathbf G/2+\mathbf p\). The waves \(\mathbf k\) and \(\mathbf k-\mathbf G\) have kinetic energies that differ by \(\hbar^2\mathbf G\cdot\mathbf p/m\), and they are coupled by \(U_{\mathbf G}\). With mean kinetic energy \(\bar\varepsilon\),

\[
E_\pm=\bar\varepsilon\pm\sqrt{\left(\frac{\hbar^2\mathbf G\cdot\mathbf p}{2m}\right)^2+|U_{\mathbf G}|^2}.
\]

The root vanishes at \(\mathbf G\cdot\mathbf p=\pm2im|U_{\mathbf G}|/\hbar^2\). Along \(\mathbf G\) the decay rate is therefore limited to \(2m|U_{\mathbf G}|/(\hbar^2|\mathbf G|)\), which is proportional to the gap \(2|U_{\mathbf G}|\). As the gap closes the branch points reach the real zone, the band acquires a kink, and exponential decay is lost.

## Procedure

```
input: H(k), band index, tolerance eps, initial N
repeat
    diagonalize H(k) on the N x N mesh containing Gamma
    stop if the direct gap to a neighbouring band closes
    stop if the Chern number from the eigenvectors is nonzero
    t_N(n) = FFT[E](n) / N^2
    for each n:
        find the shortest R = n + N L
        share t_N(n) equally among ties
    diagonalize on three meshes shifted by half a step:
        along b1, along b2, and along both
    error = max |E_N - E| on the shifted meshes
    if error > eps: increase N
until error <= eps
choose a range from the tail sums in (4)
check the cut series on the shifted meshes
```

A single shift is not enough in general, because a half-step shift along both axes cannot detect folding by \(N(\mathbf a_1-\mathbf a_2)\): the exponential of that displacement equals 1 at every shifted point. In a sixfold-symmetric band the equivalent directions reveal the error, so one shifted mesh is enough; in a strained band they need not.

A symmetry argument may replace the Chern calculation. A real scalar Hamiltonian has \(u_{-\mathbf k}=u_{\mathbf k}^*\) up to a phase, so its Berry curvature is odd and integrates to zero.

With \(P\) plane waves, dense diagonalization costs \(O(N^2P^3)\) and the transform \(O(N^2\log N)\). Momenta can be treated one at a time, so storage is \(O(P^2+N^2)\) if eigenvectors are not kept; a Chern calculation must also hold neighbouring rows of them.

The transform is stable. From (1), \(|\delta t_N|\le\max|\delta E|\). If the energy errors are independent with standard deviation \(\sigma\), the variance is \(N^{-4}\cdot N^2\sigma^2\), so each amplitude before tie sharing has error \(\sigma/N\). Systematic errors need not average out.

Three failures have recognizable causes:

- **Mesh origin.** If the array starts at \(\kappa_i=-1/2\) with even \(N\), then \(\kappa_i=p_i/N-1/2\). An uncorrected FFT returns \((-1)^{n_1+n_2}t_N\). The energies must be reordered, or this sign removed.
- **Band crossing.** Sorting by energy through a crossing produces a kinked function. The transform still runs, but its tail is no longer exponential.
- **Wrong representative.** Using \(n_i=0,\ldots,N-1\) directly reproduces the mesh energies but replaces a step of \(-1\) by \(N-1\), which oscillates rapidly between mesh points.

## A moire valence band

Consider holes in one valley of a heterobilayer, in the effective-mass approximation:

\[
H=\frac{p^2}{2m}-2V_0\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\mathbf r+\varphi).
\]

The \(\mathbf G_j\) are three of the six shortest reciprocal vectors, 120° apart. The parameters are \(a=8\) nm, \(m=0.5\,m_e\), \(V_0=10\) meV and \(\varphi=15^\circ\). Energies are hole energies; electron energies in the valence band are their negatives. The Hamiltonian is real, so \(C=0\), as the computed eigenvectors confirm. The potential has threefold rotations and mirrors, and \(E\) is even, so the amplitudes within each distance shell listed here are equal.

The lowest hole band is 6.20 meV wide and lies 25.9 meV below the next. A \(24\times24\) mesh gives \(t(0)=-7.128\) meV and

- \(t_1=-0.7107\) meV at \(a\),
- \(t_2=+0.0493\) meV at \(\sqrt3a\),
- \(t_3=+0.0303\) meV at \(2a\),
- \(t_4=-0.0049\) meV at \(\sqrt7a\), where there are 12 sites instead of 6.

An independent Gauss-Legendre integration over the zone agrees within \(5\times10^{-10}\) meV for distances up to \(3a\).

**Range.** With nearest neighbours alone, (4) gives

\[
\sqrt{6(0.0493^2+0.0303^2)+12(0.0049)^2+\cdots}=0.143\ \text{meV},
\]

or 2.3% of the bandwidth. Direct energies on the \(24\times24\) mesh shifted by half a step along both axes give the same value. The largest error sampled there is 0.410 meV, and the bound is 0.561 meV. At \(\Gamma\), which that mesh misses, all exponentials equal 1 and the omitted shells printed in the output sum to 0.418 meV. A sampled maximum is thus not the true maximum. Keeping distances up to \(\sqrt7a\) lowers the rms error to 0.005 meV and the sampled maximum to 0.014 meV.

A nearest-neighbour fit with 20 equally spaced points on each segment of \(\Gamma MK\Gamma\) gives \(t_1=-0.6998\) meV. Its magnitude is 1.5% below the zone result, because omitted hoppings leak into it under the path weighting.

**Mesh.** At \(N=5\), \(t_1\) is already within \(9\times10^{-6}\) meV, yet the interpolated energy errs by up to 0.023 meV at the sampled momenta. Equation (2) explains the difference. The nearest images of a first neighbour are one at \(4a\), with amplitude \(+1.045\times10^{-4}\) meV, and two at \(\sqrt{21}a\), which sum to \(-1.054\times10^{-4}\) meV. They nearly cancel, so the small error of \(t_1\) is partly accidental; distance alone would give about \(10^{-4}\) meV. In the interpolation, by contrast, a hopping at \(3a\) is replaced by a step of \(2a\) in the opposite direction. At the midpoint \(M\) of a zone edge, this replacement reverses the sign of the exponential for four of the six hoppings at \(3a\), which contributes \(2\cdot4\cdot0.0018=0.014\) meV; the hoppings at \(2\sqrt3a\) add 0.006 meV there. The shell at \(\sqrt7a\) lies on the supercell boundary but does no harm here: its sites tie in pairs with equal amplitudes, so folding doubles the amplitude and equal sharing restores it. The bound (3), which counts that shell nevertheless, is 0.167 meV. At \(N=9\) the sampled error is \(2.7\times10^{-4}\) meV, and at \(N=13\) it is \(4\times10^{-6}\) meV; at \(M\), which the sample misses, the errors are larger, \(3.0\times10^{-4}\) and \(5.2\times10^{-6}\) meV.

The listed error of \(t_1\) stops falling near \(4\times10^{-9}\) meV. It compares the hopping along \(\mathbf a_1\) with the average over the six-site shell on the \(24\times24\) mesh, and these two differ by about that amount. The cause is the finite plane-wave basis, which is not strictly periodic in \(\mathbf k\) and has an energy error of \(5\times10^{-7}\) meV at the tested momenta. For the hopping along \(\mathbf a_1\) alone, the difference between \(N=13\) and \(N=24\) is \(2\times10^{-10}\) meV with 61 plane waves and about \(2\times10^{-12}\) meV with 127.

**Decay.** Along \(\mathbf G\), the amplitudes at \(\sqrt3a\) and \(2\sqrt3a\) give an average rate \(\ln(0.04926/0.00075)/\sqrt3=2.4\) per period. The weak-potential formula gives 1.2 for the rate at large distance, whereas the branch point of this model, located numerically where the two lowest eigenvalues merge at complex \(\mathbf k\), gives about 1.66. The average between near shells is steeper still, because a branch point also produces an algebraic factor. The formula is only a rough guide here: its gap \(2V_0=20\) meV exceeds the kinetic energy at \(M\), 15.7 meV, so the potential is not weak. A contour shift \(\mathbf h=0.05\,\mathbf b_1\) guarantees a rate of 0.31 per period along \(\mathbf a_1\), and the shifted integral reproduces the first three hoppings on that line to \(4\times10^{-9}\) meV.

With \(V_0=0\) the folded lowest band touches the next. On a \(60\times60\) mesh its largest amplitude between 9 and 10 periods is then \(7.6\times10^{-3}\) of the nearest-neighbour one (finer meshes lower this by about 3%), against about \(6\times10^{-9}\) for the isolated band (\(6.7\times10^{-9}\) with 61 plane waves, \(6.1\times10^{-9}\) with 127).

## A stricter test: the effective mass

Small energy errors do not imply small derivative errors. Expand the series at \(\Gamma\). The linear term vanishes because \(t\) is even, and sixfold symmetry replaces \((\mathbf k\cdot\mathbf R)^2\) by \(k^2R^2/2\) after summation over a shell:

\[
E(\mathbf k)=E(0)-\frac{k^2}{4}\sum_{\mathbf R}R^2t(\mathbf R)+\cdots .
\]

Comparison with \(\hbar^2k^2/2m^*\) gives

\[
\frac{\hbar^2}{m^*}=-\frac12\sum_{\mathbf R}R^2t(\mathbf R).
\]

The factor \(R^2\) enhances distant terms. Nearest neighbours give

\[
\frac{\hbar^2}{m^*}=-3a^2t_1=3(64)(0.7107)=136.4\ \text{meV nm}^2 .
\]

Since \(\hbar^2/m_e=76.20\) meV nm², \(m^*=0.558\,m_e\). Up to \(2a\), the sum is

\[
\frac{\hbar^2}{m^*}=-3a^2(t_1+3t_2+4t_3)=84.8\ \text{meV nm}^2,
\]

so \(m^*=0.898\,m_e\). The full set gives \(0.781\,m_e\), as does the curvature of directly computed energies. The first cut is 29% low and the second 15% high, although their rms energy errors are only 2.3% and 0.3% of the bandwidth. The range should be chosen for the quantity that will be used.

## Relation to real heterobilayers

The period, mass and energy scale are rough values for holes in aligned WSe₂/WS₂; the potential is the least certain of them. Real layers vary in twist and strain, and they relax. With the other parameters fixed, a 2% longer period changes \(t_1\) by \(+0.066\) meV, reducing its magnitude by 9%. Adding \(-2(0.1V_0)\sum_j\cos(\mathbf G'_j\cdot\mathbf r)\), where the \(\mathbf G'_j\) are three vectors 120° apart from the next reciprocal shell, of length \(\sqrt3|\mathbf G_j|\) (labelled "second harmonic" in the output), changes it by \(+0.040\) meV, or 6%; the opposite sign of this term gives \(-0.039\) meV. The first change exceeds \(t_2\) itself, so distant digits of the hopping list describe the model, not a device.

Other omissions can be sized roughly. The kinetic energy at the zone corner, 20.9 meV, is 1.2% of an assumed semiconductor gap \(E_g=1700\) meV, but the effect of nonparabolicity on the hoppings is larger: replacing the kinetic energy \(T\) by the two-band form \((E_g/2)(\sqrt{1+4T/E_g}-1)\), which keeps the band-edge mass, reduces \(|t_1|\) by about 3%. Tunnelling of 10 meV to a layer offset by 300 meV gives a second-order shift \(10^2/300=0.33\) meV. A uniform shift alters only \(t(0)\), but a position-dependent one can alter the hoppings. At 4 K, \(k_BT=0.34\) meV is half of \(|t_1|\) and exceeds every longer-range amplitude.

The largest omission is Coulomb repulsion. It needs an orbital, which the energies do not supply. The density of the smooth-gauge orbital above, with an assumed dielectric constant of 5 and no gate screening, gives an on-site energy of 185 meV. This is 7 times the gap to the next band. Interactions of that size can mix bands, so the one-particle gap that makes the Fourier transform converge does not justify a one-band Hubbard model for these parameters. The extracted \(t(\mathbf R)\) remain the hoppings of the noninteracting band; a correlated calculation must include further bands or derive a renormalized one-band model. The remaining values are in the numerical output.

## Calculated quantities

```
period 8.0 nm, mass 0.5 m_e, V0 10.0 meV, phase 15 deg
dense mesh 24 x 24, plane waves 61, basis error 4.8e-07 meV
bandwidth 6.2036 meV, gap to next band 25.9027 meV
on-site energy t(0) -7.1281 meV
hopping at |R|/a = 1.000: -0.710667 meV, 6 sites
hopping at |R|/a = 1.732: +0.049261 meV, 6 sites
hopping at |R|/a = 2.000: +0.030270 meV, 6 sites
hopping at |R|/a = 2.646: -0.004922 meV, 12 sites
hopping at |R|/a = 3.000: -0.001806 meV, 6 sites
hopping at |R|/a = 3.464: +0.000749 meV, 6 sites
hopping at |R|/a = 3.606: +0.000515 meV, 12 sites
mesh minus Gauss-Legendre hoppings, max 4.6e-10 meV
range cut: |R|/a, sites, rms, Parseval rms, max, bound (meV)
  1.000  7  0.142738  0.142738  0.410015  0.560763
  1.732  13  0.076253  0.076253  0.203830  0.265200
  2.000  19  0.017807  0.017807  0.057997  0.083583
  2.646  31  0.005136  0.005136  0.013616  0.024520
  3.000  37  0.002607  0.002607  0.009017  0.013681
  3.606  55  0.000492  0.000492  0.001303  0.003004
mesh: N, t1, t1 error, max interpolation error, bound (meV)
  5  -0.710658  +8.75e-06  2.27e-02  1.67e-01
  7  -0.710668  -1.11e-06  2.65e-03  1.84e-02
  9  -0.710667  -2.07e-08  2.67e-04  2.18e-03
  11  -0.710667  -4.17e-09  3.19e-05  2.89e-04
  13  -0.710667  -4.23e-09  3.99e-06  3.57e-05
t1 from nearest-neighbour path fit -0.699831 meV
contour shift 0.05 b1: decay rate 0.3142 per cell, hopping difference 3.8e-09 meV
largest |t/t1| at 9 to 10 periods: isolated 6.73e-09, free folded 7.56e-03
Wannier check (8 x 8): smooth gauge 1.8e-14 meV, random gauge 1.8e-14 meV
weight within a/2 of home: smooth 0.9614, random 0.0020
Chern number: moire 0, two-band model 1
Chern-band energy interpolation error 4.0e-07 (model energy units), N = 33
mass at Gamma: direct 0.78126 m_e, all hoppings 0.78126 m_e
mass from |R| <= a 0.55845 m_e, from |R| <= 2a 0.89829 m_e
on-site repulsion 185.1 meV at dielectric constant 5.0, over gap 7.15
thermal energy at 4.0 K 0.3447 meV
t1 change: period +2% +0.0663 meV, 10% second harmonic +0.0396 meV
kinetic energy at K 20.89 meV, over rough gap 1700 meV: 0.0123
layer tunnelling 10 meV, offset 300 meV (rough): shift 0.333 meV
```
